# Buckling of a long compressed dielectric fin clamped at its base: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: a long fin (width w, height h), clamped at its base, free at
# its top and compressed along its length, buckles at
#     sigma_c = C(nu) E (w/h)^2,   C = Lambda_min / (12 (1 - nu^2)).
# E: Young's modulus, nu: Poisson's ratio, D = E w^3 / (12 (1 - nu^2)),
# s = (wavenumber along the fin) * h,  Lambda = sigma w h^2 / D.
# Axes: x along the fin, y upward, z across the width. Units: GPa and nm.
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial, Legendre
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh, spsolve

# ---------- closed upper bound from one trial shape ----------
eta = sp.symbols("eta")
trial = 6*eta**2 - 4*eta**3 + eta**4


def integral(expr):
    return sp.integrate(sp.expand(expr), (eta, 0, 1))


norm = integral(trial**2)
ratio_bend = integral(sp.diff(trial, eta, 2)**2)/norm
ratio_slope = integral(sp.diff(trial, eta)**2)/norm
ratio_cross = integral(trial*sp.diff(trial, eta, 2))/norm
A_BEND, P_SLOPE, R_CROSS = map(float, (ratio_bend, ratio_slope, ratio_cross))


def rayleigh(s, nu):
    return A_BEND/s**2 + s**2 + 2*(1 - nu)*P_SLOPE - 2*nu*R_CROSS


def closed_upper(nu):
    return 2*np.sqrt(162/13) + 810/91 - 135/13*nu


# ---------- solvability equation of the plate problem ----------
def determinant(lam, s, nu):
    q = s*np.sqrt(lam)
    alpha = np.sqrt(q + s*s)
    beta_sq = q - s*s
    beta = np.sqrt(complex(beta_sq))
    sin_over = (np.sin(beta)/beta).real if abs(beta) > 1e-9 else 1.0
    a = alpha**2 - nu*s*s
    b = beta_sq + nu*s*s
    return (2*a*b + (a*a + b*b)*np.cosh(alpha)*np.cos(beta).real
            + (beta_sq*a*a/alpha - alpha*b*b)*np.sinh(alpha)*sin_over)


def lam_plate(s, nu):
    low, high = (1 - nu**2)*s*s*(1 - 1e-9), rayleigh(s, nu)*(1 + 1e-6)
    return brentq(determinant, low, high, args=(s, nu), xtol=1e-11)


def plate_minimum(nu):
    r = minimize_scalar(lambda s: lam_plate(s, nu), bounds=(1, 3),
                        method="bounded", options={"xatol": 1e-7})
    return r.fun, r.x


# ---------- polynomial energy calculation, optionally with an edge beam ----------
points, weights = np.polynomial.legendre.leggauss(24)
points, weights = (points + 1)/2, weights/2
basis = [Polynomial([0, 0, 1])*Legendre.basis(n, domain=[0, 1]).convert(
    kind=Polynomial, domain=[-1, 1], window=[-1, 1]) for n in range(9)]
F0, F1, F2 = [np.array([p.deriv(d)(points) if d else p(points) for p in basis])
              for d in range(3)]
TIP0 = np.array([p(1.0) for p in basis])
TIP1 = np.array([p.deriv()(1.0) for p in basis])


def lam_energy(s, nu, beam=None):
    """Lambda of the bare fin; with a beam, (beam force) * h / D instead."""
    cross = (F0*weights) @ F2.T
    stiff = ((F2*weights) @ F2.T - nu*s**2*(cross + cross.T)
             + 2*(1 - nu)*s**2*(F1*weights) @ F1.T + s**4*(F0*weights) @ F0.T)
    load = s**2*(F0*weights) @ F0.T
    if beam is not None:
        bend, twist, offset = beam
        v = TIP0 + offset*TIP1
        stiff = (stiff + bend*s**4*np.outer(v, v)
                 + twist*s**2*np.outer(TIP1, TIP1))
        load = s**2*np.outer(v, v)
    return 1/eigh(load, stiff, eigvals_only=True)[-1]


# ---------- 3D elasticity: quadratic elements in (y, z), Fourier wave in x ----------
def shape_1d(t):
    return (np.array([t*(t - 1)/2, 1 - t*t, t*(t + 1)/2]),
            np.array([t - 0.5, -2*t, t + 0.5]))


def isotropic(E, nu):
    lame, shear = E*nu/((1 + nu)*(1 - 2*nu)), E/(2*(1 + nu))
    C = np.diag([2*shear]*3 + [shear]*3)
    C[:3, :3] += lame
    return C


class Fin:
    def __init__(self, w, h, E, nu, base=0, pitch=0, mask=0, mask_E=0, mask_nu=0):
        self.h = h
        y = np.concatenate([w*np.array([0, .25, .5]), np.linspace(w, h - w, 9),
                            h - w*np.array([.5, .25, 0])])
        z = np.linspace(-w/2, w/2, 5)
        if base:
            y = np.concatenate([-base*np.array([1, .6, .3, .1]), y])
            side = np.linspace(w/2, pitch/2, 3)[1:]
            z = np.concatenate([-side[::-1], z, side])
        if mask:
            y = np.concatenate([y, h + mask*np.array([.5, 1])])
        cells = [(i, j) for i in range(len(y) - 1) for j in range(len(z) - 1)
                 if y[i] < -1e-9 or abs(z[j] + z[j + 1])/2 < w/2]
        columns = 2*len(z) - 1

        def node(i, j):
            return i*columns + (j % (columns - 1) if base else j)

        nodes = np.array([[node(2*i + a, 2*j + b) for a in range(3)
                           for b in range(3)] for i, j in cells])
        self.dofs = (3*nodes[:, :, None] + np.arange(3)).reshape(len(cells), 27)
        self.size = 3*columns*(2*len(y) - 1)
        used = np.unique(self.dofs)
        self.free = used[used >= 3*columns]          # lowest row is held fixed
        dy = np.array([y[i + 1] - y[i] for i, j in cells])
        dz = np.array([z[j + 1] - z[j] for i, j in cells])
        self.yc = np.array([(y[i + 1] + y[i])/2 for i, j in cells])
        gauss, gw = np.polynomial.legendre.leggauss(3)
        N, Ny, Nz, W = [], [], [], []
        for p, wp in zip(gauss, gw):
            for q, wq in zip(gauss, gw):
                (n1, d1), (n2, d2) = shape_1d(p), shape_1d(q)
                N.append(np.outer(n1, n2).ravel())
                Ny.append(np.outer(d1, n2).ravel())
                Nz.append(np.outer(n1, d2).ravel())
                W.append(wp*wq)
        self.N = np.broadcast_to(np.array(N), (len(cells), 9, 9))
        self.Ny = np.array(Ny)[None]*(2/dy)[:, None, None]
        self.Nz = np.array(Nz)[None]*(2/dz)[:, None, None]
        self.W = np.array(W)[None]*(dy*dz/4)[:, None]
        self.C = np.array([isotropic(mask_E, mask_nu) if yc > h
                           else isotropic(E, nu) for yc in self.yc])

    def strain_matrix(self, k):
        B = np.zeros(self.N.shape[:2] + (6, 27))
        B[:, :, 0, 0::3] = -k*self.N
        B[:, :, 1, 1::3] = self.Ny
        B[:, :, 2, 2::3] = self.Nz
        B[:, :, 3, 1::3] = self.Nz
        B[:, :, 3, 2::3] = self.Ny
        B[:, :, 4, 0::3] = self.Ny
        B[:, :, 4, 1::3] = k*self.N
        B[:, :, 5, 0::3] = self.Nz
        B[:, :, 5, 2::3] = k*self.N
        return B

    def assemble(self, blocks):
        rows = np.repeat(self.dofs, 27, axis=1).ravel()
        cols = np.tile(self.dofs, (1, 27)).ravel()
        full = coo_matrix((blocks.ravel(), (rows, cols)),
                          shape=(self.size, self.size)).tocsr()
        return full[self.free][:, self.free].tocsc()

    def elastic(self, k):
        B = self.strain_matrix(k)
        weighted = np.swapaxes(B, 2, 3)*self.W[:, :, None, None]
        return (weighted @ (self.C[:, None] @ B)).sum(axis=1)

    def geometric(self, k, S):
        """S holds the initial stresses xx, yy, zz, yz at the Gauss points."""
        def pair(f, g, c):
            return np.einsum("eg,egi,egj->eij", self.W*c, f, g)
        g = (k*k*pair(self.N, self.N, S[..., 0]) + pair(self.Ny, self.Ny, S[..., 1])
             + pair(self.Nz, self.Nz, S[..., 2]) + pair(self.Ny, self.Nz, S[..., 3])
             + pair(self.Nz, self.Ny, S[..., 3]))
        out = np.zeros((len(g), 27, 27))
        for c in range(3):
            out[:, c::3, c::3] = g
        return out

    def uniaxial(self, low, high, value):
        S = np.zeros(self.W.shape + (4,))
        S[(self.yc > low) & (self.yc < high), :, 0] = value
        return S

    def relaxed(self):
        """Stress left after etching a film of biaxial stress -1."""
        B = self.strain_matrix(0.0)
        start = np.array([-1.0, 0, -1.0, 0, 0, 0])
        force = np.zeros(self.size)
        np.add.at(force, self.dofs, -np.einsum("eg,egsi,s->ei", self.W, B, start))
        u = np.zeros(self.size)
        u[self.free] = spsolve(self.assemble(self.elastic(0.0)), force[self.free])
        strain = np.einsum("egsi,ei->egs", B, u[self.dofs])
        return (start + np.einsum("est,egt->egs", self.C, strain))[..., :4]

    def critical(self, s, load, fixed=None):
        k = s/self.h
        blocks = self.elastic(k)
        if fixed is not None:
            blocks = blocks + self.geometric(k, fixed)
        K = self.assemble(blocks)
        G = self.assemble(-self.geometric(k, load))
        top = eigsh(G, k=1, M=K, which="LA", tol=1e-9, v0=np.ones(K.shape[0]),
                    return_eigenvectors=False)
        return 1/top[0]

    def lowest(self, load, fixed=None):
        r = minimize_scalar(lambda s: self.critical(s, load, fixed),
                            bounds=(0.5, 3), method="bounded",
                            options={"xatol": 0.01})
        return r.fun, r.x


# ---------- tests of the plate result ----------
assert abs(A_BEND - 162/13) < 1e-12
mu = brentq(lambda b: 1 + np.cos(b)*np.cosh(b), 1.5, 2.2)**2
print(f"lowest clamped-free ratio mu = {mu:.4f}")
print(f"trial shape: s = {A_BEND**0.25:.4f}, half-wave/h = {np.pi/A_BEND**0.25:.4f}")
print("nu | Lambda_min | lower bound | upper bound | s | half-wave/h | C")
for nu_i in (0.0, 0.1, 0.2, 0.25, 0.3, 0.4):
    lam_i, s_i = plate_minimum(nu_i)
    lower = (1 - nu_i)*(2*mu + np.pi**2/2)
    upper = minimize_scalar(lambda s: rayleigh(s, nu_i), bounds=(1, 3),
                            method="bounded").fun
    assert abs(upper - closed_upper(nu_i)) < 1e-7
    assert lower < lam_i < upper
    for s_test in (1.0, s_i, 2.5, 3.5):
        assert abs(lam_energy(s_test, nu_i)/lam_plate(s_test, nu_i) - 1) < 1e-6
    print(f"{nu_i:.2f} | {lam_i:.4f} | {lower:.4f} | {upper:.4f} | {s_i:.4f} | "
          f"{np.pi/s_i:.4f} | {lam_i/(12*(1 - nu_i**2)):.4f}")

# ---------- example: organosilicate low-k lines, rough typical parameters ----------
E, nu, w, h, pitch, base = 10.0, 0.25, 20.0, 120.0, 40.0, 60.0
lam, s_c = plate_minimum(nu)
C_nu = lam/(12*(1 - nu**2))
sigma_c = C_nu*E*(w/h)**2
print(f"E = {E:.1f} GPa, nu = {nu:.2f}, w = {w:.0f} nm, h = {h:.0f} nm")
print(f"pitch = {pitch:.0f} nm, dielectric below the fin = {base:.0f} nm")
print(f"plate formula: critical fin stress = {1e3*sigma_c:.1f} MPa")
print(f"plate formula: blanket film stress = {1e3*sigma_c/(1 - nu):.1f} MPa")
print(f"critical strain = {100*sigma_c/E:.2f} percent")
print(f"half-wavelength = {np.pi*h/s_c:.1f} nm")

# Three-dimensional elasticity must approach the plate law for slender fins.
ratios = {}
for slender in (20, 40):
    thin = Fin(h/slender, h, E, nu)
    found, _ = thin.lowest(thin.uniaxial(0, h, -1.0))
    ratios[slender] = found/(C_nu*E/slender**2)
    print(f"3D/plate critical stress at h/w = {slender}: {ratios[slender]:.4f}")
limit = 2*ratios[40] - ratios[20]
print(f"3D/plate extrapolated to w/h = 0: {limit:.4f}")
assert abs(ratios[20] - 1) < 0.03 and abs(ratios[40] - 1) < 0.015
assert abs(limit - 1) < 0.006      # the extrapolation leaves terms of order (w/h)^2

# Finite width, then a compliant base, then the true residual stress.
rigid = Fin(w, h, E, nu)
sig_rigid, s_rigid = rigid.lowest(rigid.uniaxial(0, h, -1.0))
soft = Fin(w, h, E, nu, base, pitch)
sig_soft, s_soft = soft.lowest(soft.uniaxial(0, h, -1.0))
residual = soft.relaxed()
middle = (soft.yc > 0.4*h) & (soft.yc < 0.9*h)
kept = -np.average(residual[middle][..., 0], weights=soft.W[middle])
assert abs(kept/(1 - nu) - 1) < 0.01
blanket, s_blanket = soft.lowest(residual)
assert sig_soft < sig_rigid < sigma_c
assert abs(blanket*(1 - nu)/sig_soft - 1) < 0.05
print(f"3D, rigid base: {1e3*sig_rigid:.1f} MPa, ratio to plate {sig_rigid/sigma_c:.3f}")
print(f"3D, compliant base: {1e3*sig_soft:.1f} MPa, ratio to plate {sig_soft/sigma_c:.3f}")
print(f"3D, compliant base: half-wavelength = {np.pi*h/s_soft:.0f} nm")
print(f"fin stress / blanket stress after etching = {kept:.4f}")
print(f"3D, etched film: critical blanket stress = {1e3*blanket:.1f} MPa")

# Finite length with simply supported ends: whole half-waves only.
for length in (120.0, 1000.0):
    best = min(lam_plate(m*np.pi*h/length, nu) for m in range(1, 12)
               if 0.3 < m*np.pi*h/length < 4)
    assert best >= lam*(1 - 1e-9)
    print(f"length {length:.0f} nm: critical stress / long-fin value = {best/lam:.4f}")

# Heating against a stiff substrate, and loss of a soft damaged skin.
mismatch, heating, skin = 1e-5, 350.0, 2.0
print(f"expansion mismatch = {mismatch:.1e} per K, heating = {heating:.0f} K")
print(f"thermal fin stress = {1e3*E*mismatch*heating:.1f} MPa")
print(f"{skin:.0f} nm skin without stiffness on each side: critical stress of the "
      f"core x {((w - 2*skin)/w)**2:.3f}")

# Hard mask: stiff compressed bar on top; the fin itself carries no stress.
mask, mask_E, mask_nu, tension = 10.0, 300.0, 0.25, 0.04
print(f"mask: {mask:.0f} nm thick, E = {mask_E:.0f} GPa, nu = {mask_nu:.2f}")
D = E*w**3/(12*(1 - nu**2))
odd = np.arange(1, 60, 2)
J = w*mask**3/3*(1 - 192*mask/(np.pi**5*w)
                 * np.sum(np.tanh(odd*np.pi*w/(2*mask))/odd**5))
beam = (mask_E*mask*w**3/12/(D*h), mask_E/(2*(1 + mask_nu))*J/(D*h), mask/(2*h))
r = minimize_scalar(lambda s: lam_energy(s, nu, beam), bounds=(0.5, 3),
                    method="bounded")
mask_plate = r.fun*D/h/(w*mask)
capped = Fin(w, h, E, nu, mask=mask, mask_E=mask_E, mask_nu=mask_nu)
mask_rigid, _ = capped.lowest(capped.uniaxial(h, h + mask, -1.0))
assert abs(mask_plate/mask_rigid - 1) < 0.15    # a stubby bar is only roughly a beam
full = Fin(w, h, E, nu, base, pitch, mask, mask_E, mask_nu)
mask_load = full.uniaxial(h, h + mask, -1.0)
mask_soft, s_mask = full.lowest(mask_load)
mask_tense, _ = full.lowest(mask_load, full.uniaxial(0, h, tension))
assert mask_soft < mask_rigid and mask_tense > mask_soft
print(f"critical mask stress, plate with edge beam = {mask_plate:.3f} GPa")
print(f"critical mask stress, 3D rigid base = {mask_rigid:.3f} GPa")
print(f"critical mask stress, 3D compliant base = {mask_soft:.3f} GPa")
print(f"half-wavelength with mask = {np.pi*h/s_mask:.0f} nm")
print(f"critical mask stress with {1e3*tension:.0f} MPa fin tension = "
      f"{mask_tense:.3f} GPa")
print("done: every assertion held")
```

The run ends like this:

```
lowest clamped-free ratio mu = 3.5160
trial shape: s = 1.8789, half-wave/h = 1.6721
nu | Lambda_min | lower bound | upper bound | s | half-wave/h | C
0.00 | 15.0880 | 11.9668 | 15.9613 | 1.9913 | 1.5776 | 1.2573
0.10 | 14.3827 | 10.7701 | 14.9228 | 1.9566 | 1.6057 | 1.2107
0.20 | 13.5670 | 9.5735 | 13.8844 | 1.9315 | 1.6265 | 1.1777
0.25 | 13.1165 | 8.9751 | 13.3651 | 1.9230 | 1.6337 | 1.1659
0.30 | 12.6366 | 8.3768 | 12.8459 | 1.9174 | 1.6384 | 1.1572
0.40 | 11.5844 | 7.1801 | 11.8074 | 1.9161 | 1.6395 | 1.1492
E = 10.0 GPa, nu = 0.25, w = 20 nm, h = 120 nm
pitch = 40 nm, dielectric below the fin = 60 nm
plate formula: critical fin stress = 323.9 MPa
plate formula: blanket film stress = 431.8 MPa
critical strain = 3.24 percent
half-wavelength = 196.0 nm
3D/plate critical stress at h/w = 20: 0.9828
3D/plate critical stress at h/w = 40: 0.9956
3D/plate extrapolated to w/h = 0: 1.0083
Traceback (most recent call last):
  File "check.py", line 257, in <module>
    assert abs(limit - 1) < 0.006      # the extrapolation leaves terms of order (w/h)^2
           ^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The plate formula is not at fault; the finite-element mesh was. It always used eight elements over the middle of the fin, so at h/w = 40 they were almost five widths long and too stiff in bending, which raised that critical stress by a few tenths of a percent, an error that the extrapolation doubles. The element length is now tied to the fin width (half a width), and a new test compares 8, 38 and 76 elements at h/w = 40 and requires the last two to agree within 0.1 percent. No tolerance is changed and no test is removed; the example fin keeps the mesh it had.

Repair:

```diff
@@ -101,7 +101,14 @@
 
 class Fin:
-    def __init__(self, w, h, E, nu, base=0, pitch=0, mask=0, mask_E=0, mask_nu=0):
+    """spans: number of elements over the middle of the fin height. Elements much
+    longer than the width are too stiff in bending, so the default is w/2 long."""
+
+    def __init__(self, w, h, E, nu, base=0, pitch=0, mask=0, mask_E=0, mask_nu=0,
+                 spans=None):
         self.h = h
-        y = np.concatenate([w*np.array([0, .25, .5]), np.linspace(w, h - w, 9),
+        if spans is None:
+            spans = int(round(2*(h - 2*w)/w))
+        y = np.concatenate([w*np.array([0, .25, .5]),
+                            np.linspace(w, h - w, spans + 1),
                             h - w*np.array([.5, .25, 0])])
         z = np.linspace(-w/2, w/2, 5)
@@ -172,5 +179,5 @@
         """S holds the initial stresses xx, yy, zz, yz at the Gauss points."""
         def pair(f, g, c):
-            return np.einsum("eg,egi,egj->eij", self.W*c, f, g)
+            return np.swapaxes(f*(self.W*c)[:, :, None], 1, 2) @ g
         g = (k*k*pair(self.N, self.N, S[..., 0]) + pair(self.Ny, self.Ny, S[..., 1])
              + pair(self.Nz, self.Nz, S[..., 2]) + pair(self.Ny, self.Nz, S[..., 3])
@@ -244,4 +251,14 @@
 print(f"critical strain = {100*sigma_c/E:.2f} percent")
 print(f"half-wavelength = {np.pi*h/s_c:.1f} nm")
+
+# Mesh convergence on the most slender fin, at the plate wavelength.
+mesh = {}
+for spans in (8, 38, 76):
+    trial_fin = Fin(h/40, h, E, nu, spans=spans)
+    mesh[spans] = (trial_fin.critical(s_c, trial_fin.uniaxial(0, h, -1.0))
+                   / (C_nu*E/40**2))
+print("3D/plate at h/w = 40 with 8, 38, 76 elements: "
+      + ", ".join(f"{value:.5f}" for value in mesh.values()))
+assert abs(mesh[38]/mesh[76] - 1) < 0.001
 
 # Three-dimensional elasticity must approach the plate law for slender fins.
```

The mended program passes:

```
lowest clamped-free ratio mu = 3.5160
trial shape: s = 1.8789, half-wave/h = 1.6721
nu | Lambda_min | lower bound | upper bound | s | half-wave/h | C
0.00 | 15.0880 | 11.9668 | 15.9613 | 1.9913 | 1.5776 | 1.2573
0.10 | 14.3827 | 10.7701 | 14.9228 | 1.9566 | 1.6057 | 1.2107
0.20 | 13.5670 | 9.5735 | 13.8844 | 1.9315 | 1.6265 | 1.1777
0.25 | 13.1165 | 8.9751 | 13.3651 | 1.9230 | 1.6337 | 1.1659
0.30 | 12.6366 | 8.3768 | 12.8459 | 1.9174 | 1.6384 | 1.1572
0.40 | 11.5844 | 7.1801 | 11.8074 | 1.9161 | 1.6395 | 1.1492
E = 10.0 GPa, nu = 0.25, w = 20 nm, h = 120 nm
pitch = 40 nm, dielectric below the fin = 60 nm
plate formula: critical fin stress = 323.9 MPa
plate formula: blanket film stress = 431.8 MPa
critical strain = 3.24 percent
half-wavelength = 196.0 nm
3D/plate at h/w = 40 with 8, 38, 76 elements: 0.99558, 0.99300, 0.99299
3D/plate critical stress at h/w = 20: 0.9820
3D/plate critical stress at h/w = 40: 0.9930
3D/plate extrapolated to w/h = 0: 1.0039
3D, rigid base: 288.1 MPa, ratio to plate 0.890
3D, compliant base: 259.9 MPa, ratio to plate 0.803
3D, compliant base: half-wavelength = 203 nm
fin stress / blanket stress after etching = 0.7500
3D, etched film: critical blanket stress = 344.5 MPa
length 120 nm: critical stress / long-fin value = 1.2779
length 1000 nm: critical stress / long-fin value = 1.0004
expansion mismatch = 1.0e-05 per K, heating = 350 K
thermal fin stress = 35.0 MPa
2 nm skin without stiffness on each side: critical stress of the core x 0.640
mask: 10 nm thick, E = 300 GPa, nu = 0.25
critical mask stress, plate with edge beam = 2.332 GPa
critical mask stress, 3D rigid base = 2.329 GPa
critical mask stress, 3D compliant base = 2.162 GPa
half-wavelength with mask = 384 nm
critical mask stress with 40 MPa fin tension = 2.277 GPa
done: every assertion held
```
